# The 004 peak shift of strained Si0.8Ge0.2 on silicon: test program

```python
# Result under test: the 004 Bragg peak of a coherent Si(1-x)Ge(x) layer on
# (001) Si is shifted from the substrate peak by
#   shift = asin(sin(theta_S)/(1+eps)) - theta_S,  eps = f*(1 + 2*C12/C11),
# which is -eps*tan(theta_S) to first order (about -0.58 degrees at x = 0.2).
# theta_S: substrate Bragg angle; f: relaxed lattice mismatch to the substrate;
# eps: vertical mismatch of the strained layer to the substrate;
# C11, C12, C44: cubic elastic constants. Lengths in angstrom, C in GPa.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import minimize, minimize_scalar

# ---------- inputs ----------
x_ge = 0.2
a_si = physical_constants["lattice parameter of silicon"][0] * 1e10
x_unit_names = [k for k in physical_constants if k in ("Copper x unit", "Cu x unit")]
x_unit = physical_constants[x_unit_names[-1]][0] * 1e10
line_in_x_units = 1537.400
wavelength = line_in_x_units * x_unit
a_ge = 5.658                          # rounded room-temperature value
c11, c12, c44 = 166.0, 64.0, 80.0     # silicon, rounded
c11_ge, c12_ge = 129.0, 48.0          # germanium, rounded, for sensitivity only


# ---------- derived formulas ----------
def bragg_angle(a_vertical):
    return np.arcsin(2 * wavelength / a_vertical)


def full_shift_deg(a_layer, ratio):
    """Shift in degrees for relaxed layer parameter a_layer, ratio = C12/C11."""
    vertical_mismatch = (a_layer - a_si) / a_si * (1 + 2 * ratio)
    theta = bragg_angle(a_si)
    return np.degrees(np.arcsin(np.sin(theta) / (1 + vertical_mismatch)) - theta)


a_alloy = (1 - x_ge) * a_si + x_ge * a_ge
mismatch = (a_alloy - a_si) / a_si
strain_par = (a_si - a_alloy) / a_alloy
strain_perp = -2 * c12 / c11 * strain_par
a_perp = a_alloy * (1 + strain_perp)
eps = mismatch * (1 + 2 * c12 / c11)
theta_s = bragg_angle(a_si)
theta_l = bragg_angle(a_perp)
tan_s = np.tan(theta_s)
shift_first = np.degrees(-eps * tan_s)
second_term = np.degrees(eps**2 * (tan_s + tan_s**3 / 2))
shift_full = full_shift_deg(a_alloy, c12 / c11)

# ---------- test: vertical strain from minimum elastic energy ----------
delta = np.eye(3)
stiffness = (c12 * np.einsum("ij,kl->ijkl", delta, delta)
             + c44 * (np.einsum("ik,jl->ijkl", delta, delta)
                      + np.einsum("il,jk->ijkl", delta, delta)))
for axis in range(3):
    stiffness[axis, axis, axis, axis] += c11 - c12 - 2 * c44


def elastic_energy(free_strains):
    """Energy with strains in percent; free: e_zz, e_xz, e_yz."""
    e_zz, e_xz, e_yz = free_strains
    in_plane = 100 * strain_par
    strain = np.array([[in_plane, 0, e_xz], [0, in_plane, e_yz], [e_xz, e_yz, e_zz]])
    return 0.5 * np.einsum("ij,ijkl,kl->", strain, stiffness, strain)


minimum = minimize(elastic_energy, [0.0, 0.1, -0.1], method="BFGS")
strain_perp_energy = minimum.x[0] / 100
assert abs(strain_perp_energy - strain_perp) < 1e-6
assert np.max(np.abs(minimum.x[1:])) < 1e-4


# ---------- test: peak positions from an explicit sum of scattered waves ----------
def peak_angle(a_vertical, cells=100):
    """Angle of maximum intensity for diamond-structure planes stacked along z."""
    basis = np.array([0.0, 0.25, 0.5, 0.75])
    heights = a_vertical * (np.arange(cells)[:, None] + basis).ravel()

    def intensity(theta):
        q = 4 * np.pi * np.sin(theta) / wavelength
        return abs(np.exp(1j * q * heights).sum())**2 / heights.size**2

    grid = np.radians(np.linspace(31, 37, 3001))
    best = grid[np.argmax([intensity(theta) for theta in grid])]
    step = grid[1] - grid[0]
    found = minimize_scalar(lambda theta: -intensity(theta), method="bounded",
                            bounds=(best - 2 * step, best + 2 * step),
                            options={"xatol": 1e-10})
    return found.x


a_perp_energy = a_alloy * (1 + strain_perp_energy)
shift_sum = np.degrees(peak_angle(a_perp_energy) - peak_angle(a_si))
assert abs(shift_sum - shift_full) < 2e-4
assert abs(shift_sum - shift_first) > 5e-3   # the sum resolves the nonlinearity

# ---------- test: expansion of the Bragg angle in the vertical mismatch ----------
mp.mp.dps = 30
sin_s = mp.mpf(float(np.sin(theta_s)))
taylor = mp.taylor(lambda e: mp.asin(sin_s / (1 + e)), 0, 2)
assert abs(float(taylor[1]) + tan_s) < 1e-8
assert abs(float(taylor[2]) - (tan_s + tan_s**3 / 2)) < 1e-8
assert abs(shift_first + second_term - shift_full) < 1e-3

# ---------- test: size claimed for the shift, and the comparisons ----------
assert round(shift_first, 2) == -0.58
assert abs(shift_full + 0.58) < 0.01
shift_relaxed = np.degrees(bragg_angle(a_alloy) - theta_s)
assert abs(shift_relaxed) < 0.7 * abs(shift_full)
c11_mix = (1 - x_ge) * c11 + x_ge * c11_ge
c12_mix = (1 - x_ge) * c12 + x_ge * c12_ge
shift_mixed = full_shift_deg(a_alloy, c12_mix / c11_mix)
change_lattice = full_shift_deg(a_alloy - 0.001, c12 / c11) - shift_full
assert abs(shift_mixed - shift_full) < abs(change_lattice)

# ---------- numbers for the text ----------
print(f"Ge fraction x: {x_ge:.1f}")
print(f"K-alpha1 line in copper x units: {line_in_x_units:.3f}")
print(f"wavelength: {wavelength:.5f} angstrom")
print(f"Si lattice parameter: {a_si:.5f} angstrom")
print(f"Ge lattice parameter (input): {a_ge:.3f} angstrom")
print(f"Si C11, C12 (input): {c11:.0f}, {c12:.0f} GPa")
print(f"Si C44 (input, energy test only): {c44:.0f} GPa")
print(f"2*C12/C11: {2 * c12 / c11:.4f}")
print(f"Vegard lattice parameter: {a_alloy:.5f} angstrom")
print(f"relaxed mismatch f: {mismatch:.6f}")
print(f"in-plane strain of layer: {strain_par:.6f}")
print(f"vertical strain of layer, formula: {strain_perp:.6f}")
print(f"vertical strain of layer, energy minimum: {strain_perp_energy:.6f}")
print(f"vertical lattice parameter: {a_perp:.5f} angstrom")
print(f"vertical mismatch to substrate eps: {eps:.6f}")
print(f"004 spacing, substrate: {a_si / 4:.5f} angstrom")
print(f"004 spacing, layer: {a_perp / 4:.5f} angstrom")
print(f"sin(theta), substrate: {np.sin(theta_s):.6f}")
print(f"sin(theta), layer: {np.sin(theta_l):.6f}")
print(f"Bragg angle, substrate: {np.degrees(theta_s):.4f} degrees")
print(f"Bragg angle, layer: {np.degrees(theta_l):.4f} degrees")
print(f"tan(theta), substrate: {tan_s:.5f}")
print(f"first-order shift: {np.radians(shift_first):.6f} rad")
print(f"first-order shift: {shift_first:.4f} degrees")
print(f"second-order term: {second_term:+.4f} degrees")
print(f"first plus second order: {shift_first + second_term:.4f} degrees")
print(f"full Bragg shift in theta: {shift_full:.4f} degrees")
print(f"shift from explicit wave sum: {shift_sum:.4f} degrees")
print(f"full separation in 2theta: {2 * shift_full:.4f} degrees")
print(f"shift if layer were fully relaxed: {shift_relaxed:.4f} degrees")
print(f"Ge C11, C12 (input): {c11_ge:.0f}, {c12_ge:.0f} GPa")
print(f"mixed C11, C12: {c11_mix:.1f}, {c12_mix:.1f} GPa")
print(f"full shift with mixed constants: {shift_mixed:.4f} degrees")
print(f"change if alloy parameter is 0.001 angstrom smaller: {change_lattice:+.4f} degrees")
print("no test failed")
```

Running it gives:

```
Ge fraction x: 0.2
K-alpha1 line in copper x units: 1537.400
wavelength: 1.54059 angstrom
Si lattice parameter: 5.43102 angstrom
Ge lattice parameter (input): 5.658 angstrom
Si C11, C12 (input): 166, 64 GPa
Si C44 (input, energy test only): 80 GPa
2*C12/C11: 0.7711
Vegard lattice parameter: 5.47642 angstrom
relaxed mismatch f: 0.008359
in-plane strain of layer: -0.008289
vertical strain of layer, formula: 0.006392
vertical strain of layer, energy minimum: 0.006392
vertical lattice parameter: 5.51142 angstrom
vertical mismatch to substrate eps: 0.014804
004 spacing, substrate: 1.35776 angstrom
004 spacing, layer: 1.37786 angstrom
sin(theta), substrate: 0.567331
sin(theta), layer: 0.559055
Bragg angle, substrate: 34.5643 degrees
Bragg angle, layer: 33.9905 degrees
tan(theta), substrate: 0.68894
first-order shift: -0.010199 rad
first-order shift: -0.5844 degrees
second-order term: +0.0107 degrees
first plus second order: -0.5736 degrees
full Bragg shift in theta: -0.5739 degrees
shift from explicit wave sum: -0.5739 degrees
full separation in 2theta: -1.1477 degrees
shift if layer were fully relaxed: -0.3266 degrees
Ge C11, C12 (input): 129, 48 GPa
mixed C11, C12: 158.6, 60.8 GPa
full shift with mixed constants: -0.5725 degrees
change if alloy parameter is 0.001 angstrom smaller: +0.0124 degrees
no test failed
```
